\section*{Why Charged Pions Prefer Muons: Chirality and the Lepton-Mass Factor}

\section{The lighter lepton loses}

At tree level a charged pion decays about 7800 times into a muon and a neutrino for each decay into an electron and a neutrino. Available energy would suggest the opposite. In the pion rest frame the electron leaves with momentum $69.8$ MeV and the muon with only $29.8$ MeV, and the two-body phase space is $2.34$ times larger for the electron. The squared amplitude must therefore disfavour the electron by more than four orders of magnitude.

The cause is a mismatch between chirality and helicity. The weak current creates the left-chiral part of the negative lepton, while angular momentum demands positive helicity. These requirements are compatible only through the lepton mass. The result is
\begin{equation}
R\equiv\frac{\Gamma(\pi\to e\nu)}{\Gamma(\pi\to\mu\nu)}
=\left(\frac{m_e}{m_\mu}\right)^2
\left(\frac{M^2-m_e^2}{M^2-m_\mu^2}\right)^2
\simeq1.28\times10^{-4},
\label{eq:R}
\end{equation}
where $M$ is the charged-pion mass. It assumes a massless neutrino, equal weak couplings for the two leptons, and no photon corrections.

\section{Where the lepton mass enters}

Use $\hbar=c=1$ and the metric $(+,-,-,-)$. Consider $\pi^-(p)\to l^-(k)+\bar\nu(q)$, with $p=k+q$ and $m$ the mass of $l$. At energies far below the $W$ mass the interaction is
\begin{equation}
\mathcal L=-\frac{G_F V_{ud}}{\sqrt2}
\,[\bar u\gamma^\mu(1-\gamma^5)d]\,
[\bar l\gamma_\mu(1-\gamma^5)\nu]+\text{h.c.}
\end{equation}
Here $u$ and $d$ are quark fields; below, $u(k)$ and $v(q)$ are lepton spinors.

A spinless pion offers one four-vector, $p^\mu$. Because the pion has negative intrinsic parity, the vector current has no matrix element between it and the vacuum. The axial current $A^\mu=\bar u\gamma^\mu\gamma^5d$ has
\begin{equation}
\langle0|A^\mu|\pi^-(p)\rangle=i f p^\mu ,
\end{equation}
which defines the constant $f$. All the strong-interaction physics of this tree amplitude is in $f$, which is common to both leptons. Up to an overall phase,
\begin{equation}
\mathcal M=C\,p_\mu\,\bar u(k)\gamma^\mu(1-\gamma^5)v(q),
\qquad C=\frac{G_FV_{ud}f}{\sqrt2}.
\label{eq:amp}
\end{equation}

Now write $p_\mu\gamma^\mu=\slash\!\!\!k+\slash\!\!\!q$. The Dirac equation for the lepton gives $\bar u\,\slash\!\!\!k=m\bar u$. In the other term, $\gamma^5$ anticommutes with each $\gamma^\mu$, so
\begin{equation}
\slash\!\!\!q(1-\gamma^5)v=(1+\gamma^5)\slash\!\!\!q\,v=0,
\end{equation}
because the neutrino is massless. Hence
\begin{equation}
\mathcal M=C\,m\,\bar u(k)(1-\gamma^5)v(q).
\label{eq:mass}
\end{equation}
The explicit factor $m$ is the suppression. The remaining spinor product also depends on $m$, so the amplitude is not strictly linear in the mass.

To find that dependence, sum over spins with $\sum u\bar u=\slash\!\!\!k+m$ and $\sum v\bar v=\slash\!\!\!q$. The complex conjugate of $\bar u(1-\gamma^5)v$ is $\bar v(1+\gamma^5)u$, so
\begin{align}
\sum|\bar u(1-\gamma^5)v|^2
&=\mathrm{Tr}[(\slash\!\!\!k+m)(1-\gamma^5)\slash\!\!\!q(1+\gamma^5)]\nonumber\\
&=\mathrm{Tr}[(\slash\!\!\!k+m)\slash\!\!\!q(1+\gamma^5)^2]\nonumber\\
&=2\,\mathrm{Tr}[(\slash\!\!\!k+m)\slash\!\!\!q(1+\gamma^5)]
=8\,k\cdot q .
\label{eq:trace}
\end{align}
The last step uses $\mathrm{Tr}[\slash\!\!\!k\slash\!\!\!q]=4k\cdot q$. The term with $m$ contains an odd number of gamma matrices and vanishes, as does the trace of two gamma matrices with $\gamma^5$. Squaring $p=k+q$ gives $M^2=m^2+2k\cdot q$, hence $k\cdot q=(M^2-m^2)/2$ and
\begin{equation}
\sum|\mathcal M|^2=4C^2m^2(M^2-m^2)
=2G_F^2|V_{ud}|^2f^2\,m^2(M^2-m^2),
\label{eq:sum}
\end{equation}
with $C^2$ understood as $|C|^2$.

\section{The same result from helicity}

The algebra has a direct physical reading. In the chiral representation a spinor has a left part $u_L$ and a right part $u_R$, and $(1-\gamma^5)/2$ keeps the left part. The Dirac equation becomes
\begin{equation}
m u_R=(E+\boldsymbol\sigma\cdot\mathbf k)u_L,\qquad
m u_L=(E-\boldsymbol\sigma\cdot\mathbf k)u_R .
\label{eq:weyl}
\end{equation}
Chirality labels these components. Helicity is the spin projection on the momentum. For nonzero mass, a state of definite helicity contains both chiralities.

For the massless antineutrino, $\slash\!\!\!q\,v=0$ gives $(|\mathbf q|+\boldsymbol\sigma\cdot\mathbf q)v_L=0$. Thus $v_L$ has spin eigenvalue $-1$ along $\hat{\mathbf q}$. The physical spin of an antiparticle is opposite to that of its spinor $v$, so the antineutrino has helicity $+1/2$.

In the rest frame the two products are back to back, and orbital motion contributes no angular momentum along their common axis. The spin projections must cancel because the pion has spin zero. For opposite momenta this means equal helicities, so $l^-$ also has helicity $+1/2$. For $\pi^+$ the neutrino is left-handed, and the positive lepton must have helicity $-1/2$ as well.

For positive lepton helicity, the first relation in (\ref{eq:weyl}) gives $|u_R|/|u_L|=(E+|\mathbf k|)/m$. The fraction of the state that is left-chiral is
\begin{equation}
w=\frac{|u_L|^2}{|u_L|^2+|u_R|^2}
=\frac{m^2}{m^2+(E+|\mathbf k|)^2}
=\frac{m^2}{M^2+m^2}.
\label{eq:w}
\end{equation}
The last equality holds because the antineutrino energy is $|\mathbf k|$, so energy conservation reads $E+|\mathbf k|=M$. Using $m^2=(E-|\mathbf k|)(E+|\mathbf k|)$ in the middle expression gives the equivalent form $w=(E-|\mathbf k|)/(2E)=(1-v_l)/2$, with $v_l=|\mathbf k|/E$ the lepton speed.

The electron has $w=1.34\times10^{-5}$ and the muon has $w=0.364$. The muon, at $v_l=0.271$, is slow enough for its helicity state to have a large component of the required chirality. The electron, at $1-v_l=2.68\times10^{-5}$, is not.

This picture also reproduces (\ref{eq:sum}). In the rest frame (\ref{eq:amp}) is $CMu^\dagger(1-\gamma^5)v=2CMu_L^\dagger v_L$. Both two-component spinors point along $\hat{\mathbf k}$ for the allowed helicities; for the other lepton helicity they are orthogonal. With normalization $u^\dagger u=2E$ and $v^\dagger v=2|\mathbf q|$,
\begin{equation}
\sum|\mathcal M|^2=4C^2M^2(2Ew)(2|\mathbf q|)
=16C^2M^2E|\mathbf q|w .
\label{eq:helsum}
\end{equation}
Energy conservation gives $E^2=(M-|\mathbf q|)^2=|\mathbf q|^2+m^2$, and therefore
\begin{equation}
|\mathbf q|=\frac{M^2-m^2}{2M},\qquad
E=M-|\mathbf q|=\frac{M^2+m^2}{2M}.
\label{eq:kin}
\end{equation}
Inserting these and (\ref{eq:w}) into (\ref{eq:helsum}) gives $4C^2m^2(M^2-m^2)$, as before.

\section{From amplitude to rate}

The two-body phase space is
\begin{equation}
\Phi=\int\frac{d^3k}{(2\pi)^32E}\frac{d^3q}{(2\pi)^32|\mathbf q|}
(2\pi)^4\delta^4(p-k-q).
\end{equation}
The momentum delta function sets $|\mathbf q|=|\mathbf k|$. Writing $\kappa=|\mathbf k|$ and integrating over angles leaves
\begin{equation}
\Phi=\frac1{4\pi}\int\frac{\kappa\,d\kappa}{E}\,
\delta(M-E-\kappa)
=\frac1{4\pi}\frac{\kappa}{E}\frac{E}{M}
=\frac{|\mathbf q|}{4\pi M},
\label{eq:phase}
\end{equation}
since $d(E+\kappa)/d\kappa=(\kappa+E)/E=M/E$ at the solution. By (\ref{eq:kin}), $\Phi=(M^2-m^2)/(8\pi M^2)$. The width is then
\begin{equation}
\Gamma=\frac{\Phi}{2M}\sum|\mathcal M|^2
=\frac{G_F^2|V_{ud}|^2f^2}{8\pi}\,
m^2M\left(1-\frac{m^2}{M^2}\right)^2 .
\label{eq:width}
\end{equation}
Dividing the electron width by the muon width cancels $G_F$, $V_{ud}$, $f$ and the common powers of $M$, which gives (\ref{eq:R}).

The squared bracket in (\ref{eq:R}) looks like a pure phase-space factor, but with the covariant normalization used here one power comes from $\Phi$ and the other from $\sum|\mathcal M|^2$. With unit-normalized states, (\ref{eq:helsum}) is divided by $(2E)(2|\mathbf q|)$, leaving $4C^2M^2w$. The density of states per unit total energy $W$ is then proportional to
\begin{equation}
|\mathbf q|^2\frac{d|\mathbf q|}{dW}=\frac{|\mathbf q|^2E}{M}.
\end{equation}
The split between amplitude and state density depends on normalization; their product does not.

Equation (\ref{eq:width}) contains two limits. As $m\to0$ the decay disappears: a massless lepton of positive helicity has no left-chiral part. As $m\to M$ it disappears because no momentum is left. With $x=m^2/M^2$, the mass dependence is $x(1-x)^2$, whose derivative is $(1-x)(1-3x)$. The maximum is at $m=M/\sqrt3=80.6$ MeV. The muon already lies above it, so the preference for heavier leptons does not continue up to threshold.

\section{How large the effect is}

Take $M=139.57$ MeV as input, with $m_e=0.510999$ MeV and $m_\mu=105.6584$ MeV. The covariant factors are as follows.

\begin{center}
\begin{tabular}{lcc}
 & electron & muon\\
$\sum|\mathcal M|^2/(G_F^2|V_{ud}|^2f^2)$ (MeV$^4$)
 & $1.0173\times10^4$ & $1.8568\times10^8$\\
$\Phi$ & $0.039788$ & $0.016986$\\
$\Gamma/(G_F^2|V_{ud}|^2f^2)$ (MeV$^3$)
 & $1.4500$ & $1.1299\times10^4$
\end{tabular}
\end{center}

The ratio can be assembled in three ways:
\begin{align}
R&=(2.3390\times10^{-5})(5.4868)=1.283\times10^{-4},\\
R&=(5.4789\times10^{-5})(2.3424)=1.283\times10^{-4},\\
R&=(3.6794\times10^{-5})(3.488)=1.283\times10^{-4}.
\end{align}
The first line is the squared mass ratio times the squared bracket. The second is the squared-amplitude ratio times the covariant phase-space ratio. The third is the ratio of left-chiral weights times the ratio of unit-normalized state densities. The numerical check obtains the amplitudes from diagonalized Dirac Hamiltonians and the phase space from state counting, without using the closed formula for $R$.

The fourth digit describes the tree formula, not the accuracy of a physical prediction. The pion mass matters little at this level. From (\ref{eq:R}),
\begin{equation}
\frac{d\ln R}{dM}=4M\left(\frac1{M^2-m_e^2}
-\frac1{M^2-m_\mu^2}\right)<0 .
\end{equation}
Raising $M$ by $0.01$ MeV lowers $R$ by $0.038$ percent. The muon term dominates because the muon is closer to threshold.

\section{Which ingredients are essential}

The suppression does not single out V$-$A. Replace $1-\gamma^5$ in the lepton current by $a-b\gamma^5$, with real constants common to both flavours. The $\slash\!\!\!q$ term still vanishes, so the factor $m$ remains. The trace becomes
\begin{equation}
\mathrm{Tr}[(\slash\!\!\!k+m)\slash\!\!\!q(a+b\gamma^5)^2]
=4(a^2+b^2)k\cdot q,
\end{equation}
and $a^2+b^2$ cancels in $R$. V$-$A determines which helicities occur; the rate ratio $R$ alone cannot distinguish it from V$+$A.

A scalar-type lepton coupling behaves differently. If the amplitude is a common constant times $\bar u(1-\gamma^5)v$, the factor $m$ in (\ref{eq:mass}) is absent. Equations (\ref{eq:trace}) and (\ref{eq:phase}) then give the squared bracket alone, $R_S=5.49$, and electrons are preferred.

The spin of the parent matters too. For a hypothetical spin-one parent of the same mass, replace $p_\mu$ by a polarization vector $\epsilon_\mu$, with $\sum\epsilon_\mu\epsilon_\nu^*=-g_{\mu\nu}+p_\mu p_\nu/M^2$. The second term reproduces the pion sum divided by $M^2$, namely $4m^2(M^2-m^2)/M^2$. The first gives
\begin{equation}
-2\,\mathrm{Tr}[\slash\!\!\!k\gamma^\mu\slash\!\!\!q\gamma_\mu]
=4\,\mathrm{Tr}[\slash\!\!\!k\slash\!\!\!q]
=16k\cdot q=8(M^2-m^2),
\end{equation}
where $\gamma^\mu\slash\!\!\!q\gamma_\mu=-2\slash\!\!\!q$; the $\gamma^5$ part vanishes in this symmetric contraction. The total, $4(M^2-m^2)(2+m^2/M^2)$, survives as $m\to0$. Including phase space, the electron-to-muon ratio is $4.26$. Thus, among these cases with couplings common to both flavours, the suppression appears only when a vector or axial lepton current is combined with a spin-zero parent. A scalar-type coupling whose constant is itself proportional to $m$ would have the form of (\ref{eq:mass}) and give the same $R$, but there the factor $m$ is put in by hand rather than forced by helicity.

\section{Using the ratio in practice}

Equation (\ref{eq:R}) is a baseline for testing lepton universality. If the overall couplings are $g_e$ and $g_\mu$, the tree ratio becomes $|g_e/g_\mu|^2R$. Before a measured ratio is read this way at the percent level, virtual and real photon effects must be included. The measured value is roughly $1.2\times10^{-4}$, so the tree number should not be used as a precision reference. The treatment of events with a photon must match between theory and data, because the back-to-back argument above applies to two-body decay.

The electron channel is also sensitive to a small additional scalar-type lepton coupling. Suppose it changes the factor $m$ in (\ref{eq:mass}) to $m+c$, with the same real $c$ for both leptons. Then
\begin{equation}
\frac{R_c}{R}=\left(\frac{1+c/m_e}{1+c/m_\mu}\right)^2
\simeq1+2c\left(\frac1{m_e}-\frac1{m_\mu}\right),
\qquad |c|\ll m_e .
\end{equation}
The interference is measured against $m_e$ in the electron channel, so the helicity suppression magnifies its relative effect. A shift in $R$ alone does not separate this possibility from unequal couplings.

Finally, the neutrino mass must be negligible compared with $m_e$. For a neutrino of mass $m_N$, $\slash\!\!\!q\,v=-m_Nv$, and (\ref{eq:mass}) becomes
\begin{equation}
\mathcal M=C\,[m\,\bar u(1-\gamma^5)v
-m_N\,\bar u(1+\gamma^5)v].
\end{equation}
The second term does not vanish with the charged-lepton mass. A search for a heavy neutrino in pion decay must therefore use this amplitude, with $C$ multiplied by the mixing element that couples the heavy neutrino to the lepton $l$, and the corresponding massive two-body kinematics, rather than rescale (\ref{eq:R}).

\section*{Computed results}
\begin{verbatim}
Input pion mass M: 139.57 MeV
Electron mass: 0.510999 MeV
Muon mass: 105.6584 MeV
--- electron channel ---
Momentum of each product: 69.784 MeV
Charged-lepton energy: 69.786 MeV
Charged-lepton speed v/c: 0.9999732
One minus v/c: 2.6809e-05
Left-chiral weight at helicity +1/2: 1.3404e-05
Sum |M|^2/(G_F^2 |V_ud|^2 f^2): 1.01730e+04 MeV^4
Two-body phase space: 3.97882e-02 (dimensionless)
Reduced width: 1.45004e+00 MeV^3
--- muon channel ---
Momentum of each product: 29.792 MeV
Charged-lepton energy: 109.778 MeV
Charged-lepton speed v/c: 0.2713821
One minus v/c: 7.2862e-01
Left-chiral weight at helicity +1/2: 3.6431e-01
Sum |M|^2/(G_F^2 |V_ud|^2 f^2): 1.85677e+08 MeV^4
Two-body phase space: 1.69862e-02 (dimensionless)
Reduced width: 1.12987e+04 MeV^3
--- ratios, electron over muon (dimensionless) ---
Mass ratio squared: 2.33901e-05
Bracket (M^2-m_e^2)/(M^2-m_mu^2): 2.34239
Bracket squared: 5.48679
Squared-amplitude ratio: 5.47887e-05
Phase-space ratio: 2.34239
Left-chiral weight ratio: 3.67943e-05
Density-of-states ratio, unit-normalized: 3.48795
Tree ratio R from spinors and state counting: 1.2834e-04
Tree ratio R from closed formula: 1.2834e-04
Muon decays per electron decay, 1/R: 7792
Change of R for M raised by 0.01 MeV: -0.038 percent
--- contrast cases, electron over muon (dimensionless) ---
V+A coupling: 1.2834e-04
Vector minus 0.4 axial coupling: 1.2834e-04
Scalar-type coupling without mass factor: 5.487
Spin-one parent of the same mass: 4.265
Lepton mass of largest pion width: 80.58 MeV
\end{verbatim}
